# Long-distance attenuation of two randomly coupled waveguide modes

## Form of the attenuation

Two modes travel in the same direction along \(z\). Alone, their powers would decay at rates \(\alpha_1<\alpha_2\). Random imperfections exchange power between them at a rate \(h>0\), equal in both directions. The ensemble-mean powers \(P_1,P_2\) obey

\[
P_1'=-(\alpha_1+h)P_1+hP_2,\qquad
P_2'=hP_1-(\alpha_2+h)P_2 ,
\tag{1}
\]

where a prime means \(d/dz\). Define

\[
\bar\alpha=\frac{\alpha_1+\alpha_2}{2},\qquad
\delta=\frac{\alpha_2-\alpha_1}{2}>0 .
\tag{2}
\]

Suppose that the mean total power has a long-distance attenuation \(\lambda\) independent of the launch. Three arguments then fix its form. A loss \(c\) added to both modes multiplies both powers by \(e^{-cz}\), so \(\lambda\) rises by \(c\); hence \(\lambda-\bar\alpha\) depends on \(\delta\) and \(h\) alone. Both are inverse lengths, so \(\lambda-\bar\alpha\) is \(h\) times a function of \(\delta/h\). Interchanging the mode labels reverses \(\delta\) but cannot change \(\lambda\), so this function is even:

\[
\lambda=\bar\alpha+h\,F(\delta/h),\qquad F(-x)=F(x),\qquad F(0)=0 .
\tag{3}
\]

The last condition holds because coupling conserves power and cannot alter the total when the losses are equal. It remains to find \(F\) and to show that the launch does not matter.

## Where the power equations come from

Let \(a_j\) be the mode amplitudes, normalized so that \(P_j=\langle |a_j|^2\rangle\), with angle brackets for the ensemble mean. Take

\[
a_1'=-(i\beta_1+\tfrac{\alpha_1}{2})a_1-i\kappa f a_2,\qquad
a_2'=-(i\beta_2+\tfrac{\alpha_2}{2})a_2-i\kappa f a_1 .
\tag{4}
\]

Here \(\beta_j\) are propagation constants and \(\kappa\) is the rms coupling. The random function \(f(z)\) is \(+1\) or \(-1\) with equal probability and reverses sign at rate \(1/(2L_c)\). A reversal changes \(f\) by \(-2f\), so its correlation is \(e^{-|u|/L_c}\) at separation \(u\). For the same reason, any quantity \(\phi\) determined by the guide up to \(z\) satisfies

\[
\langle f\phi\rangle'=\langle f\phi'\rangle-\frac{1}{L_c}\langle f\phi\rangle .
\tag{5}
\]

Let \(X=\langle f a_1a_2^*\rangle\) and \(\Delta\beta=\beta_1-\beta_2\). From \((|a_1|^2)'=2\,\mathrm{Re}(a_1^*a_1')\), the coupling term in \(P_1'\) is \(2\,\mathrm{Re}\langle -i\kappa f a_1^*a_2\rangle=2\kappa\,\mathrm{Im}X^*=-2\kappa\,\mathrm{Im}X\). In \(P_2'\) the conjugate product appears and the sign is reversed:

\[
P_1'=-\alpha_1P_1-2\kappa\,\mathrm{Im}X,\qquad
P_2'=-\alpha_2P_2+2\kappa\,\mathrm{Im}X .
\tag{6}
\]

For \(X\), equation (4) gives

\[
(a_1a_2^*)'=-(\bar\alpha+i\Delta\beta)a_1a_2^*
+i\kappa f\left(|a_1|^2-|a_2|^2\right).
\]

Multiplying by \(f\), using \(f^2=1\), and applying (5) yields

\[
X'=-\left(\frac1{L_c}+\bar\alpha+i\Delta\beta\right)X
+i\kappa(P_1-P_2).
\tag{7}
\]

Equations (6) and (7) are closed without further approximation. If \(\bar\alpha L_c\), \(\delta L_c\) and \(hL_c\) are all small, the powers hardly change over the memory length \(L_c\) of \(X\). After a few \(L_c\) we may set \(X'=0\) and drop \(\bar\alpha\) beside \(1/L_c\):

\[
X\simeq\frac{i\kappa(P_1-P_2)}{1/L_c+i\Delta\beta}
=\frac{i\kappa L_c(1-i\Delta\beta L_c)}{1+(\Delta\beta L_c)^2}(P_1-P_2).
\]

Its imaginary part, put into (6), gives (1) with

\[
h=\frac{2\kappa^2L_c}{1+(\Delta\beta L_c)^2}.
\tag{8}
\]

The approximation was tested against the decay rate of the full averaged density matrix, with \(\alpha_1=h\), \(\alpha_2=5h\) and \(\Delta\beta L_c=0.5\). At \(\kappa L_c=0.05\) the full rate is 0.09% below that of the power equations; at \(\kappa L_c=0.5\) it is 9% below. Because the losses were scaled with \(h\), both \(hL_c\) and \(\delta L_c\) grew between the two cases, reaching 0.4 and 0.8 in the second. For the slow rate \(\lambda\) the error is set by \((\bar\alpha-\lambda)L_c\), which is smaller than \(\delta L_c\). When \(X\) decays as \(e^{-\lambda z}\) with the powers, (7) gives (8) with \(1/L_c\) replaced by \(1/L_c+\bar\alpha-\lambda\). In the second case this lowers the effective coupling from \(0.40/L_c\) to \(0.29/L_c\). A large \(hL_c\) with small \(\delta L_c\) leaves the slow rate almost unchanged.

## Solution of the coupled equations

Write (1) as \(\mathbf P'=-M\mathbf P\). Since \(\bar\alpha-\delta=\alpha_1\) and \(\bar\alpha+\delta=\alpha_2\),

\[
M=\begin{pmatrix}\alpha_1+h&-h\\-h&\alpha_2+h\end{pmatrix}
=(\bar\alpha+h)I-N,\qquad
N=\begin{pmatrix}\delta&h\\h&-\delta\end{pmatrix}.
\tag{9}
\]

In \(N^2\) the off-diagonal elements are \(\delta h-h\delta=0\) and both diagonal elements are \(\delta^2+h^2\). Thus

\[
N^2=q^2I,\qquad q=\sqrt{\delta^2+h^2},
\tag{10}
\]

and, as \(N\) has zero trace, its eigenvalues are \(\pm q\). Those of \(M\) are

\[
\lambda_\mp=\bar\alpha+h\mp q .
\tag{11}
\]

For positive losses both are positive, because their sum is positive and their product is \(\det M=\alpha_1\alpha_2+h(\alpha_1+\alpha_2)\).

In the series for \(e^{Nz}\), (10) turns even powers into multiples of \(I\) and odd powers into multiples of \(N\). The even terms sum to \(\cosh qz\) and the odd terms to \(N\sinh(qz)/q\). The identity commutes with \(N\), so its exponential factors out:

\[
\mathbf P(z)=e^{-(\bar\alpha+h)z}
\left[I\cosh qz+\frac{N}{q}\sinh qz\right]\mathbf P(0).
\tag{12}
\]

## Why the smaller eigenvalue wins

Let \(S=P_1+P_2\). The column sums of \(N\) are \(h+\delta\) and \(h-\delta\). Adding the two components of (12), and writing the hyperbolic functions as exponentials, gives

\[
S(z)=A\,e^{-\lambda_-z}+B\,e^{-\lambda_+z},
\tag{13}
\]

\[
A=\frac{P_1(0)}2\left(1+\frac{h+\delta}{q}\right)
+\frac{P_2(0)}2\left(1+\frac{h-\delta}{q}\right),
\qquad B=S(0)-A .
\tag{14}
\]

Because \(q>\delta\), both brackets are positive. Every nonzero launch with nonnegative powers therefore has \(A>0\), and the second term of (13) dies relative to the first as \(e^{-2qz}\). Hence

\[
-\frac{S'}{S}\longrightarrow\lambda_-
=\bar\alpha+h-\sqrt{\delta^2+h^2}.
\tag{15}
\]

This has the form (3), with \(F(x)=1-\sqrt{1+x^2}\).

The surviving part of (12) is proportional to \((I+N/q)\mathbf P(0)\). The columns of \(qI+N\) are \((q+\delta,h)\) and \((h,q-\delta)\). They are parallel, since \((q+\delta)(q-\delta)=h^2\). The power ratio therefore settles at

\[
\frac{P_2}{P_1}\longrightarrow\frac{h}{q+\delta}.
\tag{16}
\]

Both modes then decay together. The lossy mode is continually refilled by the other, so its own loss no longer sets its decay. Adding the equations in (1) shows the balance directly:

\[
-\frac{S'}{S}=\frac{\alpha_1P_1+\alpha_2P_2}{P_1+P_2}.
\tag{17}
\]

The local attenuation is the loss averaged over the current mode mixture.

The condition \(h>0\) matters. At \(h=0\), a launch purely in mode 2 has \(A=0\) and decays at \(\alpha_2\) at every distance. For small nonzero \(h\), the same launch has \(A\simeq h/(2\delta)\) and \(B\simeq1\). The two terms of (13) become equal near \(z=\ln(2\delta/h)/(2\delta)\), which grows without limit as \(h\to0\). The limits of long distance and vanishing coupling cannot be interchanged.

## Weak and strong coupling

From (15), \(d\lambda_-/dh=1-h/q>0\), so the attenuation rises steadily with coupling when the two losses are held fixed. It starts from \(\alpha_1\) and approaches \(\bar\alpha\). Since \(q>\delta\), it also lies below \(\alpha_1+h\).

For \(h\ll\delta\), \(q\simeq\delta+h^2/(2\delta)\), and

\[
\lambda_-\simeq\alpha_1+h-\frac{h^2}{2\delta}.
\tag{18}
\]

Power leaves mode 1 at rate \(h\). The last term is the return: by (16), mode 2 holds about \(h/(2\delta)\) of the power in mode 1 and sends it back at rate \(h\).

For \(h\gg\delta\), \(q\simeq h+\delta^2/(2h)\), and

\[
\lambda_-\simeq\bar\alpha-\frac{\delta^2}{2h}.
\tag{19}
\]

Rapid exchange nearly equalizes the powers, and the total experiences almost the mean loss.

## Mean power and a single guide

Equation (15) describes power averaged over many guides with independent roughness. The logarithmic slope along one long guide is different. Let \(x=(|a_1|^2-|a_2|^2)/(|a_1|^2+|a_2|^2)\) in that guide. Its local attenuation is

\[
\tfrac12\alpha_1(1+x)+\tfrac12\alpha_2(1-x)=\bar\alpha-\delta x .
\tag{20}
\]

Differentiating \(x\) under loss alone gives \(x'=-(\bar\alpha x-\delta)+x(\bar\alpha-\delta x)=\delta(1-x^2)\).

For the coupling, assume that \(h\) and \(\delta\) are both small beside \(|\Delta\beta|\) and \(1/L_c\). Consider a step \(\Delta z\) that is short beside \(1/h\) and \(1/\delta\) but long beside \(L_c\) and \(1/|\Delta\beta|\). It transfers a small complex amplitude \(c\), with \(\langle|c|^2\rangle=h\Delta z\). The winding relative phase makes \(\langle c^2\rangle\) negligible. With amplitudes normalized to unit total power,

\[
\Delta x=-2|c|^2x+4\,\mathrm{Im}(c\,a_1^*a_2).
\]

Since \(|a_1|^2|a_2|^2=(1-x^2)/4\), the moments are \(\langle\Delta x\rangle=-2hx\Delta z\) and \(\langle\Delta x^2\rangle=2h(1-x^2)\Delta z\). The probability density \(p(x)\) then carries the current

\[
J=[\delta(1-x^2)-2hx]p-\frac{d}{dx}\left[h(1-x^2)p\right]
=(1-x^2)(\delta p-hp').
\tag{21}
\]

No probability leaves the interval \(-1\le x\le1\), so \(J=0\) in the stationary state and \(p\propto e^{\delta x/h}\). With \(k=\delta/h\), the normalizing integral is \(2\sinh k/k\). The derivative of its logarithm with respect to \(k\) is \(\langle x\rangle=\coth k-1/k\). Averaging (20) gives the typical slope

\[
\gamma=\bar\alpha+h-\delta\coth(\delta/h).
\tag{22}
\]

Because \(\sinh k>k\), we have \(\delta^2\coth^2k=\delta^2+\delta^2/\sinh^2k<\delta^2+h^2\). Hence \(\gamma>\lambda_-\): guides that happen to keep more power in mode 1 weigh more heavily in the mean power than in the mean logarithm.

A simulation of 4000 guides with \(\alpha_1=h\), \(\alpha_2=5h\), \(\kappa L_c=0.1\) and \(\Delta\beta L_c=1\) gave a typical slope of \(1.92h\). Equation (22) gives \(1.925h\), while \(\lambda_-=1.764h\).

## A two-mode silicon wire

Take losses of 2 and 6 dB/cm, \(\kappa=100\) cm\(^{-1}\), \(L_c=50\) nm, a wavelength of 1550 nm, and effective indices 2.5 and 2.1. The mismatch is

\[
\Delta\beta L_c=\frac{2\pi(0.4)(50)}{1550}=0.0811 .
\]

With \(L_c=5\times10^{-6}\) cm, (8) gives

\[
h=\frac{2(100)^2(5\times10^{-6})}{1+0.0811^2}
=0.09935\ \mathrm{cm^{-1}} .
\]

Multiplication by \(10\log_{10}e=4.343\) converts this to 0.4315 dB/cm. In dB/cm, \(\bar\alpha=4\), \(\delta=2\) and \(q=\sqrt{2^2+0.4315^2}=2.046\), so

\[
\lambda_-=4+0.4315-2.0460=2.385\ \mathrm{dB/cm}.
\]

The larger eigenvalue is 6.48 dB/cm. The weak-coupling form (18) gives \(2+0.4315-0.0465=2.385\) dB/cm, the same to this precision. The final power ratio is 0.107, and (17) confirms the result: \((2+6\times0.107)/1.107=2.39\) dB/cm.

| \(z\) (cm) | local loss, launch 1 (dB/cm) | local loss, launch 2 (dB/cm) |
|---|---|---|
| 0 | 2.00 | 6.00 |
| 1 | 2.24 | 5.44 |
| 2 | 2.33 | 4.57 |
| 5 | 2.38 | 2.65 |
| 10 | 2.39 | 2.39 |

In inverse centimetres \(q=2.046/4.343=0.471\). The fast part of (13) fades relative to the slow part over \(1/(2q)=1.06\) cm, but launch 2 takes several such lengths to settle. Its slow part starts with \(A=0.117\) against \(B=0.883\), and the two become equal only at \(1.06\ln(0.883/0.117)\simeq2.1\) cm. At long distance the launches have the same slope but different intercepts, +0.39 and −9.33 dB. A slope measured over the first centimetre would therefore depend on the launch: the total falls by 2.14 dB for launch 1 and by 5.75 dB for launch 2.

These parameters are rough values. A silicon wire in silica, 800 nm wide and 180 nm thick, comes near them: its two TE modes have indices of about 2.52 and 1.98 (each uncertain by about 0.01 from the mesh), and independent rms roughness of 2 nm on each sidewall gives \(\kappa\) close to 100 cm\(^{-1}\). The larger index difference alone would lower \(h\) by less than 1%. The wire also guides a TM mode, but its opposite vertical symmetry keeps it uncoupled from the TE modes when the sidewalls are vertical and their roughness is uniform over the height. In a 220 nm thick wire narrow enough to have a fundamental index of 2.5, the second TE mode is only weakly guided, with an index near 1.55. Wide, smooth guides can have much lower losses. Backscattering has also been neglected. For a deliberately high estimate, suppose that every forward–backward mode pair has the same \(\kappa\), and replace \(\Delta\beta\) in (8) by the sum of the two propagation constants. The backward rates are then 0.21–0.25 dB/cm. Power equations for all four waves, without interference between repeated reflections, raise the slow rate to 2.8 dB/cm, 18% above \(\lambda_-\). Equal couplings overstate the effect in the wire described above. The longitudinal field changes sign for a backward wave and partly cancels the other contributions at the sidewalls, so the rise is nearer 0.1 dB/cm or less. Either estimate assumes that the quoted losses exclude backscattering; if they were measured with it included, adding it again would count it twice.

The other corrections sized here are also small. The typical single-guide slope is 2.43 dB/cm, 0.05 dB/cm above the mean-power result. Finite correlation length shifts the rate by less than \(10^{-6}\) dB/cm. For 1 mW in an area of 0.1 µm\(^2\), and a rough two-photon coefficient of 0.5 cm/GW, the added loss at the input is 0.002 dB/cm. The numerical output also lists the powers at the distances in the table and the smaller eigenvalue for four other values of \(h\).

## Calculated quantities

```
loss of mode 1: 2.0 dB/cm
loss of mode 2: 6.0 dB/cm
rms amplitude coupling: 100 1/cm
correlation length: 50 nm
wavelength: 1550 nm
effective indices: 2.5, 2.1
conversion: 4.3429 dB/cm per 1/cm
dbeta * Lc: 0.0811
power coupling h: 0.09935 1/cm = 0.4315 dB/cm
mean loss: 4.0000 dB/cm
half difference delta: 2.0000 dB/cm
root q: 2.0460 dB/cm
smaller eigenvalue: 0.54927 1/cm = 2.3854 dB/cm
larger eigenvalue: 6.4775 dB/cm
alpha1 + h: 2.4315 dB/cm
settling length 1/(2q): 1.061 cm
long-distance P2/P1: 0.1066
launch mode 1, intercept: 1.0942 = 0.391 dB
launch mode 1, z=0 cm: P1=1.0000e+00, P2=0.0000e+00, total=0.000 dB, local loss=2.0000 dB/cm
launch mode 1, z=1 cm: P1=5.7341e-01, P2=3.7150e-02, total=-2.143 dB, local loss=2.2434 dB/cm
launch mode 1, z=2 cm: P1=3.3018e-01, P2=2.9809e-02, total=-4.437 dB, local loss=2.3312 dB/cm
launch mode 1, z=5 cm: P1=6.3447e-02, P2=6.7043e-03, total=-11.540 dB, local loss=2.3823 dB/cm
launch mode 1, z=10 cm: P1=4.0704e-03, P2=4.3403e-04, total=-23.464 dB, local loss=2.3854 dB/cm
launch mode 2, intercept: 0.1167 = -9.330 dB
launch mode 2, z=0 cm: P1=0.0000e+00, P2=1.0000e+00, total=0.000 dB, local loss=6.0000 dB/cm
launch mode 2, z=1 cm: P1=3.7150e-02, P2=2.2900e-01, total=-5.749 dB, local loss=5.4417 dB/cm
launch mode 2, z=2 cm: P1=2.9809e-02, P2=5.3820e-02, total=-10.776 dB, local loss=4.5742 dB/cm
launch mode 2, z=5 cm: P1=6.7043e-03, P2=1.2921e-03, total=-20.971 dB, local loss=2.6463 dB/cm
launch mode 2, z=10 cm: P1=4.3403e-04, P2=4.6617e-05, total=-33.182 dB, local loss=2.3880 dB/cm
h=0.1 dB/cm: smaller eigenvalue 2.0975 dB/cm
h=1.0 dB/cm: smaller eigenvalue 2.7639 dB/cm
h=10.0 dB/cm: smaller eigenvalue 3.8020 dB/cm
h=100.0 dB/cm: smaller eigenvalue 3.9800 dB/cm
finite-correlation shift: -6.2e-07 dB/cm
test, kappa*Lc=0.05: exact/power-equation rate - 1 = -0.00093
test, kappa*Lc=0.5: exact/power-equation rate - 1 = -0.09374
simulation, typical slope / h: 1.924
formula, typical slope / h: 1.925
formula, mean-power slope / h: 1.764
example, typical single-guide slope: 2.4311 dB/cm
backward coupling 1-1, 1-2, 2-2: 0.214, 0.232, 0.252 dB/cm
slow rate with backscattering: 2.815 dB/cm
two-photon inputs: 1 mW, 0.1 um2, 0.5 cm/GW
two-photon loss at input: 0.0022 dB/cm
```
